# Splitting of the Germanium L Valleys by Uniaxial [111] Stress, part 2

We seek the splitting of the four L-valley conduction-band edges of bulk germanium under uniaxial stress $X$ (positive in tension), to first order in uniform strain unless stated. Energies are electron energies. The axes $x,y,z$ lie along the cube edges, and $a$ is the lattice constant. The valley axes are $\mathbf n=(s_x,s_y,s_z)/\sqrt3$, with signs $(1,1,1)$, $(-1,1,1)$, $(1,-1,1)$, $(1,1,-1)$; $\mathbf n$ and $-\mathbf n$ name the same valley.

The strain tensor $\varepsilon$ is symmetric and $\sigma$ is the stress tensor. The compliance $S_{44}$ uses the engineering shear $\gamma_{yz}$:

$$\gamma_{yz}=2\varepsilon_{yz}=S_{44}\,\sigma_{yz}.$$

With dilatation and uniaxial deformation potentials $\Xi_d$ and $\Xi_u$, a valley edge shifts by

$$\delta E(\mathbf n)=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\mathbf n\cdot\varepsilon\cdot\mathbf n ,$$

$$\mathbf n\cdot\varepsilon\cdot\mathbf n=\frac13\mathrm{Tr}\,\varepsilon+\frac23\left(s_xs_y\varepsilon_{xy}+s_ys_z\varepsilon_{yz}+s_zs_x\varepsilon_{zx}\right).$$

The mean shift of the four valleys (centre of gravity) is

$$\overline{\delta E}=\left(\Xi_d+\frac{\Xi_u}{3}\right)\mathrm{Tr}\,\varepsilon .$$

For equal diagonal strains $e$ and three equal tensor shears $s$,

$$E_{111}-E_{\text{other}}=\Xi_u\left(2s+\frac23s\right)=\frac83\,\Xi_u s .$$

Numerical tests use a local empirical pseudopotential model of a germanium-like crystal, without spin-orbit coupling: $a=5.66$ Å, 90 plane waves per L point, internal displacement parameter 0.5. It gives $\Xi_d=-13.854$ eV (arbitrary reference) and $\Xi_u=9.066$ eV; with 330 or more plane waves $\Xi_u$ settles at 9.085 eV. Its form factor at zero wave number is $-0.6$ Ry; the alternatives $-0.4$ and $-0.9$ Ry give $\Xi_u$ of about 13 and 3 eV. The "generic strain" entries in the final table are slopes of the edge energy with respect to the factor multiplying

$$M=\begin{pmatrix}0.7&0.3&-0.5\\0.3&-0.4&0.9\\-0.5&0.9&0.2\end{pmatrix}.$$

### Hooke's law in a cubic crystal

In linear elasticity each strain component is a linear combination of stress components. Symmetry removes most of the coefficients. A half-turn about $y$ reverses $\sigma_{yz}$ but leaves the normal strains unchanged, so $\sigma_{yz}$ cannot produce a normal strain. A half-turn about $x$ leaves $\sigma_{yz}$ unchanged but reverses $\varepsilon_{xy}$ and $\varepsilon_{zx}$, so $\sigma_{yz}$ produces neither of these. The same holds with the axes permuted. Conversely, a half-turn about $y$ leaves the normal stresses unchanged but reverses $\varepsilon_{yz}$, so normal stresses produce no $\varepsilon_{yz}$, and by permuting the axes no other shear either. The equivalence of the cube axes then leaves three constants:

$$\varepsilon_{xx}=S_{11}\sigma_{xx}+S_{12}(\sigma_{yy}+\sigma_{zz}),\qquad 2\varepsilon_{yz}=S_{44}\sigma_{yz},$$

and the equations obtained by permuting the axes.

The stiffness constants describe the inverse relation, $\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz})$ and $\sigma_{yz}=2C_{44}\varepsilon_{yz}$. Comparing the shear equations gives $S_{44}=1/C_{44}$. For three equal normal stresses $p$ and three equal normal strains $e$, the two forms read $e=(S_{11}+2S_{12})p$ and $p=(C_{11}+2C_{12})e$, hence

$$S_{11}+2S_{12}=\frac{1}{C_{11}+2C_{12}} .$$

### A simple stress first: along [001]

A uniaxial stress along the unit vector $\mathbf m$ is

$$\sigma_{ij}=X\,m_im_j .$$

The force per area on a plane normal to $\mathbf m$ is then $\sigma\mathbf m=X\mathbf m$, and a plane whose normal is perpendicular to $\mathbf m$ carries no force.

For $\mathbf m=(0,0,1)$ the single nonzero component is $\sigma_{zz}=X$. The strain is diagonal, so to first order the L valleys do not split. Symmetry extends this beyond first order: the half-turns about the three cube axes leave a diagonal strain unchanged, and they carry the $[111]$ valley into each of the other three. In the pseudopotential model described above, at $X=-0.5$ GPa, the largest energy difference among the four edges is $6\times10^{-11}$ meV, which is rounding error. Stress along a cube edge moves the L valleys together, however anisotropic the resulting strain is.

### Stress along [111]

Now take $\mathbf m=(1,1,1)/\sqrt3$. Each product $m_im_j$ equals $1/3$, so all nine components of the stress tensor are equal:

$$\sigma_{ij}=\frac X3 .$$

The normal strains follow from the first of Hooke's equations,

$$\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{zz}=(S_{11}+2S_{12})\frac X3 ,$$

and the shears from the second,

$$2\varepsilon_{yz}=S_{44}\frac X3\quad\Longrightarrow\quad s=\varepsilon_{yz}=\varepsilon_{zx}=\varepsilon_{xy}=\frac{S_{44}X}{6}.$$

Here the factor 2 of the engineering shear has entered. Inserting $s$ into the result for three equal shears,

$$E_{111}-E_{\text{other}}=\frac83\,\Xi_u\,\frac{S_{44}X}{6}=\frac{8}{18}\,S_{44}X\,\Xi_u ,$$

that is,

$$\boxed{E_{111}-E_{\text{other}}=\frac49\,S_{44}\,X\,\Xi_u}$$

This is a signed result. With $\Xi_u>0$, as in germanium, tension raises the valley on the stress axis above the other three, and compression lowers it below them. The size of the splitting is the absolute value. Had $S_{44}$ been read as the ratio of tensor shear to stress, $s$ would have come out twice as large and the coefficient would have been $8/9$.

Neither $\Xi_d$ nor $S_{11}$ and $S_{12}$ appear. They govern the common motion,

$$\overline{\delta E}=\left(\Xi_d+\frac{\Xi_u}{3}\right)(S_{11}+2S_{12})X ,$$

since $\mathrm{Tr}\,\varepsilon$ is three times the normal strain. Measured from this centre of gravity, the single valley moves by $2s\,\Xi_u=S_{44}X\Xi_u/3$, and each of the three by $-\tfrac23s\,\Xi_u=-S_{44}X\Xi_u/9$. One times $1/3$ minus three times $1/9$ is zero, as a centre of gravity requires.

The whole chain was tested at $0.01$ GPa. The strain was found by solving the equations of the full stiffness tensor, and the edges by diagonalizing the pseudopotential Hamiltonian. Half the difference between tension and compression was taken, to remove the part quadratic in stress. The splitting was 0.60141 meV; the formula with the model's own $\Xi_u=9.066$ eV gives the same figure.

### General stress direction

The same steps work for any $\mathbf m$. The shear strains are $\varepsilon_{ij}=S_{44}Xm_im_j/2$ for $i\neq j$. The shift of a valley from the centre of gravity is therefore

$$\Delta(\mathbf n)=\frac{2\Xi_u}{3}\cdot\frac{S_{44}X}{2}\sum_{i<j}s_is_jm_im_j .$$

To evaluate the sum, square $\mathbf s\cdot\mathbf m$. The squared terms add up to $m_x^2+m_y^2+m_z^2=1$, so

$$\sum_{i<j}s_is_jm_im_j=\frac{(\mathbf s\cdot\mathbf m)^2-1}{2}=\frac{3(\mathbf n\cdot\mathbf m)^2-1}{2},$$

where $\mathbf s=\sqrt3\,\mathbf n$ was used. Hence

$$\Delta(\mathbf n)=\frac{S_{44}X\,\Xi_u}{3}\cdot\frac{3\cos^2\theta-1}{2},$$

with $\theta$ the angle between the valley axis and the stress axis.

Three limits check this. For $[111]$ stress the valley on the axis has $\cos\theta=1$ and a last factor of 1. The other three have $\cos\theta=\pm1/3$ and a factor of $-1/3$. The shifts $1/3$ and $-1/9$ return. For $[001]$ stress every valley has $\cos^2\theta=1/3$, and all shifts vanish. For $[110]$ stress two valleys have $\cos^2\theta=2/3$ and two have $\cos\theta=0$; the factors are $1/2$ and $-1/2$, so the valleys split two and two, by $S_{44}X\Xi_u/3$.

### Worked example: a compressed germanium bar

A bulk n-type bar at 300 K is compressed along $[111]$ by 0.5 GPa, so $X=-0.5$ GPa. The material values are rough typical ones for germanium: $C_{11}=129$, $C_{12}=48$ and $C_{44}=67$ GPa, and $\Xi_u=16$ eV. The compliances are

$$S_{44}=\frac1{67}=0.01493\ \mathrm{GPa^{-1}},\qquad S_{11}+2S_{12}=\frac1{225}=0.00444\ \mathrm{GPa^{-1}}.$$

The normal strain is $0.00444\times(-0.5)/3$, or $-0.074\%$. The tensor shear is $0.01493\times(-0.5)/6$, or $-0.124\%$. The length change along the stress axis is $-0.323\%$, while along each of the other three diagonals it is $+0.009\%$. The splitting is

$$\frac49\times0.01493\times(-0.5)\times16\ \mathrm{eV}=-0.053\ \mathrm{eV}=-53\ \mathrm{meV}.$$

The valley on the axis drops 40 meV below the centre of gravity and the others rise 13 meV above it. The splitting amounts to 106 meV per GPa.

The thermal energy is $kT=25.85$ meV, so the splitting is $2.05\,kT$. The four valleys have equal densities of states if the strain leaves their masses unchanged, as I assume. With Boltzmann statistics the fraction of L electrons in the lowered valley is

$$f=\frac{1}{1+3e^{-2.05}}=0.72 ,$$

compared with $1/4$ without stress. In this formula $f$ approaches 1 as the splitting grows, but the first-order splitting itself holds only for small strain.

This transfer affects transport, because the valleys are anisotropic. Each valley is an ellipsoid with a heavy mass $m_l$ along its axis and a light mass $m_t$ across it, roughly 1.6 and 0.08 free-electron masses. Along the stress, the inverse mass of the lowered valley is $1/m_l$, whereas each of the others has $1/(9m_l)+8/(9m_t)$, because $\cos^2\theta=1/9$. The second is much larger. If the valleys share one isotropic scattering time, unaffected by stress, compression therefore raises the resistance along the stress axis.

### How large are the neglected effects?

**Deformation potential.** The splitting is proportional to $\Xi_u$, so a change of 1 eV in it moves the result by 3.3 meV, or 6%. This is the largest of the changes in the splitting considered in this section.

**Higher orders in strain.** In the pseudopotential model at the same stress, the splitting is $-30.03$ meV against a first-order value of $-30.07$ meV, a reduction of 0.15% of the latter. These values are smaller than the 53 meV above because the model's $\Xi_u$ is about 9 eV and not 16 eV. The model is thus a poor source for $\Xi_u$, and neither the size nor the sign of its 0.15% correction should be taken over for germanium. A converged basis changes the figures to $-30.09$ meV, $-30.13$ meV and 0.13%, and the two other values of the form factor at zero wave number mentioned earlier give a reduction of 0.25% and an increase of 0.39%. The calculation assumes linear elasticity, so elastic nonlinearity is not included.

**Misalignment.** Let the stress axis be tilted by $2^\circ$ from $[111]$ towards $[11\bar2]$. The single valley's shift, and with it the distance to the mean of the other three, is multiplied by $1-\tfrac32\sin^2\theta$, which changes the splitting from $-53.07$ to $-52.97$ meV. The three other valleys no longer coincide: they spread over 2.0 meV. This effect is larger because their $\cos^2\theta$ changes linearly with the tilt, while that of the single valley changes quadratically.

**Degeneracy.** For $10^{17}$ electrons per $\mathrm{cm^3}$ the Fermi distribution lowers $f$ from 0.722 to 0.720. The effective density of states of one valley is $2.5\times10^{18}\ \mathrm{cm^{-3}}$, so the filling is low. The fraction falls because the lowered valley is the fullest and feels the exclusion principle most.

**Other valleys.** The $\Gamma$ valley and the six $\Delta$ valleys are placed at rough offsets of 0.14 and 0.19 eV above the centre of gravity of the L valleys, held at their unstressed values, with rough masses of 0.04 and 0.5. They then hold about 0.005% and 0.2% of the electrons. The hydrostatic part of the stress, 0.17 GPa, does move these offsets: with rough pressure coefficients the $\Delta$ valleys come about 10 meV closer and their share rises to about 0.3%. Their neglect is harmless here either way, and it does not enter the splitting itself.

### The model beside a real bar

The elastic constants, masses and $\Xi_u$ are in the usual range for germanium. A stress of 0.5 GPa is high for a bulk bar of a brittle material, and whether a given bar survives it depends on its surface and mounting, which the model does not describe. Real loading also breaks the assumption of uniform stress. Since the splitting is linear in $X$, a stress that varies by 10% across the bar spreads the splitting by 10%, about 5 meV, which exceeds the effect of the tilt. In a thin channel, confinement also separates valleys whose masses normal to the film differ. This happens in a (111) film. In a (001) film the normal makes the same angle with all four valley axes, so this mass effect is absent. However, L points such as $(2\pi/a)(\tfrac12,\tfrac12,\tfrac12)$ and $(2\pi/a)(\tfrac12,\tfrac12,-\tfrac12)$ differ only along the normal, and the surfaces of a thin film can couple and split them. The strain contribution also has to be found for the film's own stress. The four-ninths formula is for uniaxial stress along a $\langle111\rangle$ direction, and no such direction lies in the plane of either film. For uniaxial stress in the plane, the general formula for $\Delta(\mathbf n)$ gives the strain contribution, not the total splitting. The numerical output below lists the inputs and results of the worked example.

## Table of computed values

```
INPUTS (rough typical germanium values)
C11, C12, C44 = 129, 48, 67 GPa
Xi_u = 16.0 eV
stress along [111] = -0.50 GPa (compression)
temperature = 300 K
L masses, long. and transv. = 1.6, 0.08 m_e
doping = 1.0e+17 cm^-3
PSEUDOPOTENTIAL TEST MODEL
lattice constant = 5.66 angstrom
internal displacement parameter = 0.5
plane waves per L point = 90
L edge above level below = 2.040 eV
next level above L edge = 3.263 eV
model Xi_d (arbitrary reference) = -13.854 eV
model Xi_u = 9.066 eV
generic strain, valley 111: model -1.1850, law -1.1850 eV
generic strain, valley -111: model 1.2327, law 1.2327 eV
generic strain, valley 1-11: model -15.6909, law -15.6909 eV
generic strain, valley 11-1: model -6.0203, law -6.0203 eV
split at 0.01 GPa, diagonalized = 0.60141 meV
split at 0.01 GPa, formula = 0.60141 meV
[001] stress, valley spread = 5.7e-11 meV
WORKED EXAMPLE
S44 = 0.01493 1/GPa
S11 + 2 S12 = 0.00444 1/GPa
diagonal strain = -0.0741 %
tensor shear strain = -0.1244 %
n.strain.n, valley on axis = -0.3228 %
n.strain.n, other valleys = 0.0088 %
singlet minus triplet = -53.07 meV
splitting per GPa = 106.1 meV/GPa
singlet from centre of gravity = -39.80 meV
triplet from centre of gravity = 13.27 meV
kT = 25.85 meV
size of splitting / kT = 2.053
singlet electron fraction, Boltzmann = 0.7219
NEGLECTED EFFECTS
model split at example stress = -30.026 meV
model first-order split = -30.070 meV
beyond first order = -0.15 % of split
2 degree tilt: mean split = -52.97 meV
2 degree tilt: triplet spread = 2.01 meV
1 eV change of Xi_u changes split by 3.32 meV
density-of-states mass of one L valley = 0.2172 m_e
effective density of one L valley = 2.539e+18 cm^-3
singlet fraction, Fermi statistics = 0.7202
Gamma offset, mass = 0.14 eV, 0.04 m_e (rough)
Delta offset, mass = 0.19 eV, 0.5 m_e (rough)
electrons in Gamma valley = 0.0054 %
electrons in Delta valleys = 0.208 %
```
